\section*{The exchange error of PBE ultrasoft potentials in hybrid-functional calculations, part 1}

(Sections cited here and not found follow in the second part.)

\section{Semilocal ultrasoft potentials in hybrid-functional calculations}

\subsection{The symptom}

An ultrasoft pseudopotential generated with PBE can be loaded into a PBE0 calculation without any formal obstacle. The overlap operator is unchanged, the Fock operator can be augmented with the same charges as the density, and the self-consistent cycle converges. A valence $d$ level that overlaps the core can nevertheless come out in the wrong place. For the nonrelativistic zinc atom treated below, going from PBE to PBE0 with all electrons moves the $3d$ level down relative to $4s$ by 2.08~eV. A PBE ultrasoft potential with $3d^{10}4s^2$ valence and a partial core misses 1.57~eV of this shift when the partial core is included in the exchange fraction that is removed (recipe A below), although the same potential reproduces the PBE $3d$ level of Zn$^{2+}$ to 0.04~eV relative to the all-electron value. The potential passes this test, which removes only the $4s$ electrons, and fails the change of functional.

The fault is an on-site exchange term that was frozen into the bare coefficients $D^0$ and the ionic potential at generation, and that has the right value only when the atom is rescreened with the functional used to generate and descreen it. At frozen reference orbitals and first order in the exchange fraction, the valence part of the error arises only from the smoothing of the augmentation charges and vanishes for unpseudized charges. What survives in that limit is core--valence exchange, to which the nonlinear core correction adds a further term when it is included in the exchange that the hybrid removes.

\subsection{Conventions and the ultrasoft Hamiltonian}

Hartree atomic units are used, with results converted to eV. The atom is spherical, spin-restricted and nonrelativistic. Shell $a$ has angular momentum $l_a$, occupation $f_a$ spread evenly over $m$ and spin, and a real radial function $u_a(r)$ with $\int u_a^2\,dr=1$. Densities are radial, $n=\sum_a f_a u_a^2=n_c+n_v$ (core plus valence), every $\int$ is over $r$, and $v_x[n]=\delta E_x^{\rm PBE}/\delta n(r)$ is the usual local potential, gradient terms included. $T$ contains the centrifugal term. The hybrid is
\begin{equation}
E_{xc}=E_{xc}^{\rm PBE}+\alpha\left(E_x^{F}-E_x^{\rm PBE}\right),
\end{equation}
with $\alpha=1/4$ for PBE0. There is one projector per channel.

For each valence shell one chooses a smooth $\tilde u_a$ equal to $u_a$ beyond $r_c$, and a smooth screened potential $V_{\rm loc}$ equal to the all-electron PBE potential beyond $r_c$. Dropping the index $a$, define
\begin{align}
|\chi\rangle&=(\varepsilon-T-V_{\rm loc})|\tilde u\rangle, & B&=\langle\tilde u|\chi\rangle, & |\beta\rangle&=|\chi\rangle/B,\nonumber\\
q&=1-\langle\tilde u|\tilde u\rangle, & S&=1+q|\beta\rangle\langle\beta|, & D&=B+\varepsilon q .
\end{align}
Beyond $r_c$ the function $\tilde u$ solves the all-electron equation, so $\chi$ vanishes there. By construction $\langle\beta|\tilde u\rangle=1$, hence $\langle\tilde u|S|\tilde u\rangle=1$. With $H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|$, the definition of $\chi$ gives $(T+V_{\rm loc})\tilde u=\varepsilon\tilde u-B\beta$, and therefore
\begin{equation}
H\tilde u=\varepsilon\tilde u-B\beta+(B+\varepsilon q)\beta=\varepsilon(\tilde u+q\beta)=\varepsilon S\tilde u .
\label{eq:gen}
\end{equation}

The exact augmentation functions are $Q_{ab}=u_au_b-\tilde u_a\tilde u_b$. They are replaced inside a radius $r_{\rm in}\le r_c$ by smoother functions $\tilde Q^k_{ab}$, one for each multipole $k$, which keep the $k$-th moment, $\int r^k(Q_{ab}-\tilde Q^k_{ab})=0$. With $p_a=\langle\beta_a|\tilde u_a\rangle$, equal to 1 at the reference, the pair densities are
\begin{equation}
n_{ab}=u_au_b,\qquad \tilde n^k_{ab}=\tilde u_a\tilde u_b+p_ap_b\tilde Q^k_{ab},\qquad \tilde n=\sum_{a\in v}f_a\tilde n^0_{aa}.
\end{equation}
Below, $\tilde n_{aa}$ without a superscript means $k=0$. The semilocal ultrasoft energy, with a partial core density $\tilde n_c$, is
\begin{equation}
E_{\rm US}=\sum_{a\in v} f_a\left[\langle\tilde u_a|T|\tilde u_a\rangle+D^0_ap_a^2\right]+\int V_{\rm ion}\tilde n+E_H[\tilde n]+E_{xc}^{\rm PBE}[\tilde n+\tilde n_c].
\label{eq:EUS}
\end{equation}
Varying $\tilde u_a$ changes the density by $2f_a(\tilde u_a\,\delta\tilde u_a+p_a\,\delta p_a\tilde Q^0_{aa})$. The three density-dependent terms therefore contribute $V=V_{\rm ion}+V_H[\tilde n]+v_{xc}[\tilde n+\tilde n_c]$ once as a local potential and once through the projector, and the Hamiltonian is $T+V+(D^0_a+\int V\tilde Q^0_{aa})|\beta_a\rangle\langle\beta_a|$. Requiring this to equal the $H$ of Eq.~\eqref{eq:gen} at the reference density fixes the descreening:
\begin{equation}
V_{\rm ion}=V_{\rm loc}-V_H[\tilde n]-v_{xc}[\tilde n+\tilde n_c],\qquad D^0_a=D_a-\int V_{\rm loc}\tilde Q^0_{aa}.
\label{eq:descreen}
\end{equation}

\subsection{What the frozen part contains}

The first three terms of Eq.~\eqref{eq:EUS} are fixed at generation. Their expectation value in the reference orbital is $\Phi_a=\langle\tilde u_a|T|\tilde u_a\rangle+D^0_a+\int V_{\rm ion}\tilde n_{aa}$. Inserting Eq.~\eqref{eq:descreen} and $\tilde n_{aa}=\tilde u_a^2+\tilde Q^0_{aa}$,
\begin{align}
\Phi_a&=\langle\tilde u_a|T|\tilde u_a\rangle+D_a-\int V_{\rm loc}\tilde Q^0_{aa}+\int V_{\rm loc}\left(\tilde u_a^2+\tilde Q^0_{aa}\right)\nonumber\\
&\quad-\int\left(V_H[\tilde n]+v_{xc}[\tilde n+\tilde n_c]\right)\tilde n_{aa}\nonumber\\
&=\varepsilon_a-\int\left(V_H[\tilde n]+v_{xc}[\tilde n+\tilde n_c]\right)\tilde n_{aa}.
\label{eq:Phi}
\end{align}
The two $V_{\rm loc}\tilde Q$ terms cancel, and what is left of the first line is $\langle\tilde u_a|H|\tilde u_a\rangle=\varepsilon_a$ by Eq.~\eqref{eq:gen}. The all-electron eigenvalue is $\varepsilon_a=\langle u_a|T-Z/r+V_H[n]+v_c[n]+v_x[n]|u_a\rangle$, so the exchange content of $\Phi_a$ is
\begin{equation}
\Phi_a^{x}=\int v_x[n]\,n_{aa}-\int v_x[\tilde n+\tilde n_c]\,\tilde n_{aa}.
\label{eq:Phix}
\end{equation}
How $\Phi_a$ is shared between $D^0_a$ and $V_{\rm ion}$ depends on the choice of $V_{\rm loc}$; the sum does not. Rescreening with PBE adds back the second term of Eq.~\eqref{eq:Phix}, so that $\partial E_{\rm US}/\partial f_a=\Phi_a+\int(V_H+v_{xc})\tilde n_{aa}=\varepsilon_a$ at frozen orbitals. The first term, the all-electron PBE exchange of orbital $a$ in the full density, is a number stored in the potential file, and nothing done in the later calculation can change it. A hybrid should replace a fraction $\alpha$ of exactly this number.

\subsection{Fock exchange with augmented pair densities}

For spin-orbitals with occupation $f_a/[2(2l_a+1)]$ the exchange energy is $-\tfrac12$ times the sum over both spins and over all pairs of same-spin orbitals of the exchange integral, weighted by the two occupations. Expand $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma)$. The sums over $m$ and $m'$ are done with the addition theorem, $\sum_mY_{lm}^*(\Omega)Y_{lm}(\Omega')=(2l+1)P_l(\cos\gamma)/4\pi$, which leaves
\begin{align}
\frac{(2l_a+1)(2l_b+1)}{16\pi^2}&\int d\Omega\,d\Omega'\,P_{l_a}P_{l_b}P_k\nonumber\\
&=\frac{(2l_a+1)(2l_b+1)}{2}\int_{-1}^{1}P_{l_a}P_{l_b}P_k\,d\mu\nonumber\\
&=(2l_a+1)(2l_b+1)\,c^k_{ab},\qquad c^k_{ab}=\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2 .
\end{align}
The double solid-angle integral gives $4\pi\cdot2\pi\int d\mu$, and the integral of three Legendre polynomials is $2c^k_{ab}$. The degeneracy factors cancel against the occupations, and the remaining prefactor is $-\tfrac12\cdot2\cdot\tfrac14$:
\begin{equation}
E_x^F=-\frac14\sum_{ab}f_af_b\sum_kc^k_{ab}R^k(n_{ab},n_{ab}),\quad R^k(g,h)=\iint g(r)\frac{r_<^k}{r_>^{k+1}}h(r')\,dr\,dr'.
\end{equation}
For a $1s^2$ shell this is $-R^0$, as it must be. Each $f_a$ appears in two places, so at frozen orbitals
\begin{equation}
F_a\equiv\frac{\partial E_x^F}{\partial f_a}=-\sum_b\frac{f_b}{2}\sum_kc^k_{ab}R^k(n_{ab},n_{ab})=F_a[{\rm core}]+F_a[{\rm val}],
\end{equation}
split according to whether $b$ is a core or a valence shell. The split is exact because $F_a$ is linear in the $f_b$.

The ultrasoft Fock energy has the same form with $b$ restricted to the valence and $n_{ab}\to\tilde n^k_{ab}$; its occupation derivative is $\tilde F_a$. The operator follows by writing $\tilde n^k_{ab}=M^k_b\tilde u_a$ with $M^k_b=\tilde u_b(r)+p_b|\tilde Q^k_{ab}\rangle\langle\beta_a|$. Varying $\tilde u_a$ brings a factor 2 because $R^k$ is quadratic and a factor 2 because $a$ can be either index, so $\delta E=2f_a\langle\delta\tilde u_a|\tilde K|\tilde u_a\rangle$ with
\begin{equation}
\tilde K=-\sum_{b\in v}\frac{f_b}{2}\sum_kc^k_{ab}\,(M^k_b)^{\dagger}G_kM^k_b,\qquad G_k(r,r')=\frac{r_<^k}{r_>^{k+1}},
\end{equation}
and $\langle\tilde u_a|\tilde K|\tilde u_a\rangle=\tilde F_a$.

The difference $F_a[{\rm val}]-\tilde F_a$ is an on-site quantity. At the reference $\delta^k=n_{ab}-\tilde n^k_{ab}=Q_{ab}-\tilde Q^k_{ab}$ vanishes beyond $r_{\rm in}$, and its field at $r>r_{\rm in}$ is $r^{-k-1}\int r'^k\delta^k\,dr'=0$ by moment conservation. Since $R^k$ is symmetric and bilinear, $R^k(n_{ab},n_{ab})-R^k(\tilde n^k_{ab},\tilde n^k_{ab})=R^k(\delta^k,n_{ab}+\tilde n^k_{ab})$, an integral over $r<r_{\rm in}$ only.

\subsection{The uncancelled term}

The hybrid removes $\alpha E_x^{\rm PBE}$, and with a partial core there are two ways to do so. The hybrid ultrasoft energy is
\begin{equation}
E_{\rm US}(\alpha)=E_{\rm US}-\alpha E_x^{\rm PBE}[\tilde n+\lambda\tilde n_c]+\alpha\tilde E_x^F .
\end{equation}
Recipe A, $\lambda=1$, scales the whole semilocal exchange by $1-\alpha$, partial core included. Recipe B, $\lambda=0$, removes exchange of the valence density only.

Hold the orbitals and the density at the PBE reference. The occupation derivatives of the two hybrid energies are $\varepsilon_a+\delta^{\rm AE}_a$ and $\varepsilon_a+\delta^{\rm US}_a$, with
\begin{align}
\delta^{\rm AE}_a&=\alpha\Big(F_a[{\rm core}]+F_a[{\rm val}]-\int n_{aa}v_x[n]\Big),\\
\delta^{\rm US}_a&=\alpha\Big(\tilde F_a-\int\tilde n_{aa}v_x[\tilde n+\lambda\tilde n_c]\Big).
\end{align}
The same expressions are the first-order eigenvalue shifts of the two Hamiltonians built on the reference orbitals, because $S$ does not depend on $\alpha$ and $d\varepsilon/d\alpha=\langle\tilde u|\,dH/d\alpha\,|\tilde u\rangle$ for an $S$-normalized eigenvector. The missing term is $\Delta_a=\delta^{\rm AE}_a-\delta^{\rm US}_a$. For $\lambda=1$ it reads
\begin{equation}
\Delta_a=\alpha\left(F_a-\tilde F_a\right)-\alpha\,\Phi_a^x ,
\end{equation}
which states the mechanism: the frozen part should have carried the Fock difference between the real and the pseudo atom for a fraction $\alpha$ of the exchange, and it carries the PBE difference of Eq.~\eqref{eq:Phix} instead. Hartree and correlation parts of $\Phi_a$ are untouched by the swap and drop out.

To separate the causes, add and subtract $\alpha\int n_{aa}v_x[n_v]$ in $\delta^{\rm AE}_a$ and $\alpha\int\tilde n_{aa}v_x[\tilde n]$ in $\delta^{\rm US}_a$. For $\lambda=0$ or $1$ this gives $\Delta_a=\Delta_a^{\rm cv}+\Delta_a^{\rm val}+\lambda\Delta_a^{\rm nlcc}$ with
\begin{align}
\Delta_a^{\rm cv}&=\alpha\Big\{F_a[{\rm core}]-\int n_{aa}\big(v_x[n]-v_x[n_v]\big)\Big\},\label{eq:cv}\\
\Delta_a^{\rm val}&=\alpha\Big\{F_a[{\rm val}]-\tilde F_a-\Big(\int n_{aa}v_x[n_v]-\int\tilde n_{aa}v_x[\tilde n]\Big)\Big\},\label{eq:val}\\
\Delta_a^{\rm nlcc}&=\alpha\int\tilde n_{aa}\big(v_x[\tilde n+\tilde n_c]-v_x[\tilde n]\big).\label{eq:nlcc}
\end{align}
In the sum the $v_x[n_v]$ terms of \eqref{eq:cv} and \eqref{eq:val} cancel, and for $\lambda=1$ so do the $v_x[\tilde n]$ terms of \eqref{eq:val} and \eqref{eq:nlcc}, which restores $\delta^{\rm AE}_a-\delta^{\rm US}_a$. A negative $\Delta_a$ is a missing attraction: at frozen orbitals and first order in $\alpha$, the ultrasoft level lies above the all-electron one by $-\Delta_a$. Neither $D^0$ nor $V_{\rm loc}$ appears, so at this order no choice of local potential can remove the error.

\subsection{Limiting cases}

If the augmentation is not pseudized, $\tilde Q^k_{ab}=Q_{ab}$, then $\tilde n^k_{ab}=u_au_b$ and $\tilde n=n_v$ at the reference. Both differences in Eq.~\eqref{eq:val} vanish and $\Delta^{\rm val}=0$. Hard augmentation thus makes the valence part of the first-order diagonal element exact at the reference (nothing is implied for the off-diagonal elements); the term exists only because $Q$ is smoothed for the sake of the density grid.

$\Delta^{\rm cv}$ contains all-electron quantities only. It depends on $\alpha$, the semilocal functional and the core--valence partition, and on nothing else in the pseudization. A norm-conserving potential generated with PBE has the same $\Delta^{\rm cv}$. Its valence term is Eq.~\eqref{eq:val} with $\tilde Q=0$, and since norm conservation fixes only the $k=0$ moment of $n_{aa}$, the confinement argument above fails there for the higher multipoles.

With exact $Q$ and the full core as core correction, $\tilde n_c=n_c$, Eq.~\eqref{eq:nlcc} becomes $\alpha\int n_{aa}(v_x[n]-v_x[n_v])$, which cancels the semilocal part of Eq.~\eqref{eq:cv}. In recipe A the missing term is then $\alpha F_a[{\rm core}]$, the whole Fock core--valence exchange of the hybrid. Recipe A removes a fraction $\alpha$ of the semilocal core--valence exchange that the partial core represents and puts nothing in its place, since the core orbitals are absent from $\tilde K$. For local exchange, $v_x\propto-\rho^{1/3}$ decreases with density, so $\Delta^{\rm nlcc}<0$ wherever $\tilde n_{aa}\ge0$, and it grows in size with $\tilde n_c$. For a gradient-corrected potential this monotonicity is not guaranteed point by point; for Zn $3d$ with PBE the negative sign is tested numerically. When $\Delta^{\rm cv}+\Delta^{\rm val}$ and $\Delta^{\rm nlcc}$ are both negative, the core correction adds to the first-order error of recipe A instead of reducing it.

If the Fock operator is built from $\tilde u_a\tilde u_b$ alone while the density stays augmented, $\tilde F_a$ is replaced by its unaugmented value, and $\alpha$ times the difference of the two is added to $\Delta_a$. For a shell with $q\approx1/2$ the pair density $\tilde n_{aa}$ loses half its charge, and the monopole is no longer conserved, so this extra term is neither small nor confined to the sphere.

At frozen orbitals and first order in $\alpha$, the missing exchange has been separated into a core--valence term, a valence term due to smoothed augmentation, and, in recipe A, a partial-core term. What remains is to find their size for Zn $3d$, see how much of the error survives self-consistency, and weigh the remedies.
